# Choosing and checking a conical-intersection search with projected gradients

A phenol-type chromophore in a photoresist absorbs an ultraviolet photon and reaches its second excited singlet. It can pass quickly to the first where the two surfaces touch. The touching points form a whole seam of geometries, and the useful reference is the lowest of them, the minimum-energy conical intersection (MECI). An ordinary optimizer cannot find it by driving a state's gradient to zero, because that gradient generally does not vanish there. Electronic-structure programs therefore offer a search that treats the gradient difference and the interstate coupling separately from all other directions. This guide derives what that setting does, which thresholds it needs, and how to judge its result.

## The quantities the search needs

Let $H(q)$ be a real symmetric electronic matrix in a basis that does not change with the $N$ nuclear coordinates $q$. Its normalized eigenvectors $|1\rangle,|2\rangle$ have the lowest energies $E_1\le E_2$; other states are well separated. Define

$$D=E_2-E_1,\quad \bar E=\tfrac12(E_1+E_2),\quad g_i=\nabla E_i=\langle i|\nabla H|i\rangle .$$

The last equality holds because the terms from differentiating the eigenvector sum to $E_i\nabla\langle i|i\rangle=0$. Next, differentiate $H|2\rangle=E_2|2\rangle$ and multiply by $\langle1|$:

$$\langle1|\nabla H|2\rangle+E_1\langle1|\nabla2\rangle=E_2\langle1|\nabla2\rangle .$$

Hence the two special vectors are

$$x=g_2-g_1=\nabla D,\qquad h=\langle1|\nabla H|2\rangle=D\langle1|\nabla2\rangle .$$

The derivative coupling $\langle1|\nabla2\rangle$ diverges at the intersection when $h\ne0$, whereas $h$ stays finite. The search needs $h$. With a basis that moves with the nuclei, the program must add the corresponding derivative terms.

## Why two directions close the gap

Displace the geometry by $d$ but keep the two eigenvectors frozen. To first order the pair's matrix is

$$W=\begin{pmatrix}E_1+g_1\cdot d&h\cdot d\\h\cdot d&E_2+g_2\cdot d\end{pmatrix}.$$

A symmetric $2\times2$ matrix has an eigenvalue difference equal to the root of (diagonal difference)$^2$ plus $4$(off-diagonal)$^2$, so

$$D_{\rm new}^2=(D+x\cdot d)^2+4(h\cdot d)^2 .$$

Degeneracy requires both $x\cdot d=-D$ and $h\cdot d=0$. If $x$ and $h$ are independent, the seam has dimension $N-2$. The shortest solution lies in their plane. Writing $d=\alpha x+\beta h$ and solving the two equations gives

$$d_g=-D\,\frac{|h|^2x-(x\cdot h)h}{|x|^2|h|^2-(x\cdot h)^2}.$$

If a search uses $x$ alone, $d=-Dx/|x|^2$ removes the first square but leaves

$$D_{\rm new}=\frac{2D|h\cdot x|}{|x|^2}.$$

In a linear two-state test this shortcut reduced a gap of 1.150 eV to 0.0435 eV, as the formula requires, while the complete step closed it to rounding error. If $x\perp h$, the two gap steps coincide, but $h$ is still needed to define the seam.

## The projection and its invariance

Let the columns of $T$ be an orthonormal basis of the directions perpendicular to both $x$ and $h$, and let $P=TT^{\mathsf T}$. At a degenerate point a program may return any rotation of the pair:

$$|1'\rangle=\cos\theta|1\rangle+\sin\theta|2\rangle,\quad |2'\rangle=-\sin\theta|1\rangle+\cos\theta|2\rangle .$$

Inserting these in the definitions gives

$$x'=\cos2\theta\,x-\sin2\theta\,(2h),$$
$$2h'=\sin2\theta\,x+\cos2\theta\,(2h).$$

The vectors change but their plane does not, so $P$ is unchanged. Two runs should be compared through this plane, not through the separate vectors or state gradients.

Along the seam the common energy is $\bar E$, so stationarity means $P\nabla\bar E=0$. Since $g_2=\nabla\bar E+x/2$ and $Px=0$, a program may use $Pg_2$ instead. Both conditions can be combined in one composite gradient,

$$G=2D\frac{x}{|x|}+Pg_2,\qquad |G|^2=4D^2+|Pg_2|^2 .$$

The cross term vanishes because $Px=0$. Thus $G=0$ is equivalent to degeneracy plus seam stationarity. The sum is directly meaningful in dimensionless coordinates; with lengths, the factor 2 must carry an inverse length. Separate thresholds for the two parts are clearer than one threshold for $|G|$.

## The step along the seam

With a model Hessian $B$, write the step as $d=d_g+Tt$ and minimize $\nabla\bar E\cdot d+\frac12d^{\mathsf T}Bd$ over $t$. Setting the derivative to zero gives

$$T^{\mathsf T}(\nabla\bar E+Bd_g+BTt)=0,$$
$$t=-(T^{\mathsf T}BT)^{-1}T^{\mathsf T}(\nabla\bar E+Bd_g).$$

The term $Bd_g$ accounts for the gradient change caused by closing the gap. For two states with linear couplings and common frequencies, the pair matrix without its common part is linear, and $\bar E$ is quadratic with Hessian $B$. Both approximations are then exact, and one unrestricted step reaches the MECI.

## What a stationary intersection tells you

Because $\nabla\bar E$ lies in the plane of $x$ and $h$, numbers $a,b$ exist with $\nabla\bar E+ax+bh=0$. Put them into a symmetric matrix

$$\rho=\begin{pmatrix}\frac12-a&\frac12b\\\frac12b&\frac12+a\end{pmatrix},\qquad \operatorname{Tr}\rho=1 .$$

Multiplying out the trace over the pair gives

$$\operatorname{Tr}(\rho\nabla H)=\rho_{11}g_1+\rho_{22}g_2+2\rho_{12}h=\nabla\bar E+ax+bh=0 .$$

This matrix collects the multipliers of the two constraints. It is not a density matrix, since an eigenvalue may be negative.

**Sensitivity to the electronic method.** Change a parameter $p$ and follow the MECI. The pair's matrix must change by $dE_X$ times the unit matrix, where $E_X$ is the MECI energy. Taking its trace with $\rho$ removes the contribution of the geometry change:

$$\frac{dE_X}{dp}=\operatorname{Tr}\!\left(\rho\frac{\partial H}{\partial p}\right).$$

**Shape of the cone.** For a displacement $d$ in the branching plane, let $V=d\cdot\nabla H$ within the pair. Its larger eigenvalue is the first-order change of $E_2$. If both eigenvalues of $\rho$ are positive, $\operatorname{Tr}(\rho V)=0$ is a positively weighted average of diagonal elements of $V$. A nonzero $V$ must then have a positive eigenvalue, so the upper surface rises in every branching direction.

Suppose instead that $\rho$ has eigenvalues $r_1<0$ and $r_2=1-r_1>0$. In its eigenbasis, $V=\operatorname{diag}(-r_2,r_1)$ satisfies $\operatorname{Tr}(\rho V)=0$, and both entries are negative. Such a $V$ is available because independent $x$ and $h$ span all symmetric matrices obeying that condition. The upper surface therefore descends in some direction: the MECI is a minimum on the seam without being a minimum of the upper state.

## Stationary point or minimum?

A zero projected gradient does not distinguish a minimum from a saddle. The Hessian of $\bar E$ alone is insufficient too, because the seam bends.

To second order, let $\delta$ be a displacement from the MECI and $h_{iQ}=\langle i|\nabla H|Q\rangle$ the coupling to an outside state $Q$. The equation for the amplitude of $Q$ gives

$$c_Q=\sum_j\frac{h_{Qj}\cdot\delta}{E_X-E_Q}c_j .$$

Substitution into the pair's equations adds $\sum_Q(h_{iQ}\cdot\delta)(h_{Qj}\cdot\delta)/(E_X-E_Q)$ to $W_{ij}$. Equating this and the direct quadratic term to $\frac12\delta^{\mathsf T}W''_{ij}\delta$ yields

$$W''_{ij}=\langle i|H''|j\rangle+\sum_Q\frac{h_{iQ}h_{Qj}^{\mathsf T}+h_{Qj}h_{iQ}^{\mathsf T}}{E_X-E_Q}.$$

On the seam $W=E\,\mathbf1$. Taking the trace with $\rho$ eliminates every linear term, including that from the seam's second-order bending:

$$E=E_X+\tfrac12s^{\mathsf T}Ks,\qquad K=T^{\mathsf T}\Big(\sum_{ij}\rho_{ij}W''_{ij}\Big)T,$$

where $s$ is the tangent displacement. The point is a local seam minimum if all eigenvalues of $K$ are positive. This assumes internal coordinates. For a free molecule in Cartesian coordinates, overall translation and rotation must also be removed from $T$, since they give zero eigenvalues of $K$.

## A six-mode example

The example uses three excited diabatic states A, B and C in six dimensionless normal coordinates:

$$H_{ij}=\delta_{ij}\Big(\varepsilon_i+\tfrac12\sum_k\omega_kq_k^2\Big)+\sum_kL_{ij,k}q_k+\tfrac12\sum_{kl}\Gamma_{ij,kl}q_kq_l .$$

The vertical energies are 4.6, 5.8 and 6.8 eV above the ground-state minimum. The mode energies $\omega_k$ are 0.065, 0.10, 0.125, 0.20, 0.05 and 0.15 eV. The numerical output lists the nonzero $L$ and $\Gamma$. The model Hessian is $B=\operatorname{diag}(\omega_k)$.

Starting at $q=0$ with steps limited to length 1, the search gave:

| Iteration | Gap (eV) | Projected gradient (eV) |
|---|---|---|
| 0 | 1.20 | 0.095 |
| 3 | $9.0\times10^{-4}$ | $5.8\times10^{-3}$ |
| 4 | $3.4\times10^{-6}$ | $4.5\times10^{-4}$ |
| 8 | $3.4\times10^{-13}$ | $1.1\times10^{-7}$ |
| 14 | $8.9\times10^{-16}$ | $3.8\times10^{-12}$ |

The MECI lies at 5.155 eV, equivalent to 240.5 nm. For the pair returned there, the full gradient norms are 0.089 and 0.348 eV. No rotation of the pair can make a state gradient vanish: that would require $\rho$ to have eigenvalues 0 and 1, whereas they are 0.180 and 0.820.

The eigenvalues of $K$ are 0.062, 0.097, 0.122 and 0.157 eV, so this is a seam minimum. Energies at displaced points, with degeneracy restored at each, reproduced $K$ to $7\times10^{-9}$ eV.

The shape can change without any failure of the search. With all other parameters fixed, vertical A energies of 5.0, 4.6 and 3.8 eV give lowest $\rho$ eigenvalues of 0.388, 0.180 and $-0.261$. The smallest slopes of the upper surface on a small circle are 0.109, 0.064 and $-0.108$ eV per unit coordinate. The signs agree with the criterion.

## Choosing the Hessian and thresholds

Near the MECI, a seam displacement $s$ produces a projected gradient $Ks$. The step therefore changes the error to

$$s_{\rm new}=\left[\mathbf1-(T^{\mathsf T}BT)^{-1}K\right]s .$$

The largest eigenvalue magnitude of the bracket is the asymptotic convergence factor. Here it is 0.181, and the late iterations gave the same value. A better approximation to $K$ speeds the search; a bracket eigenvalue above 1 in magnitude makes the unmodified step diverge locally.

For comparison, descent along $-G$ with a fixed factor of $0.8\ \mathrm{eV^{-1}}$ needed 305 iterations to bring $|G|$ below $10^{-8}$ eV. Its factor for the softest seam direction is $1-0.8(0.0616)=0.951$, or about 46 iterations per decade. The contrast reflects the step and the Hessian, not a different target: both searches reached the same point.

Thresholds follow from the tolerated energy error. If the projected gradient has norm $\gamma$, then $s=K^{-1}T^{\mathsf T}\nabla\bar E$, and to leading order

$$\Delta E=\tfrac12s^{\mathsf T}Ks\le\frac{\gamma^2}{2k_{\min}},\qquad |s|\le\frac{\gamma}{k_{\min}},$$

where $k_{\min}$ is the smallest eigenvalue of $K$. For $10^{-4}$ eV and $k_{\min}=0.0616$ eV,

$$\gamma\le\sqrt{2(0.0616)(10^{-4})}=3.5\times10^{-3}\ \mathrm{eV}.$$

The position may then still be wrong by 0.057 coordinate units, so geometry can require the tighter threshold.

A residual gap also matters. In the adiabatic basis, $\operatorname{Tr}(\rho W)=E_X$ to first order, and hence

$$\bar E-E_X=\left(\tfrac12-\rho_{22}\right)D .$$

The coefficient's magnitude cannot exceed half the difference of the $\rho$ eigenvalues, here $(0.820-0.180)/2=0.320$. To keep this error below $10^{-4}$ eV whatever the branching direction, require $D\lesssim3\times10^{-4}$ eV. Iteration 3 misses both thresholds and iteration 4 meets both.

The gap should not be the sole criterion. Its frozen-basis error is second order in the step, so it can become tiny while the seam coordinates are still moving, as iteration 4 shows.

## If the coupling is unavailable

A penalty search minimizes $F=\bar E+\frac12\sigma D^2$ and needs no $h$. Near this MECI the most favourable branching direction gives

$$F-E_X\simeq-0.320D+\tfrac12\sigma D^2 .$$

Setting the derivative to zero yields $D\simeq0.320/\sigma$ and $F-E_X\simeq-0.320^2/(2\sigma)$. At $\sigma=200\ \mathrm{eV^{-1}}$, the gap is about 1.6 meV and $F$ is low by about 0.26 meV. Because the leading error varies as $1/\sigma$, the combination $2F(400)-F(200)$ cancels it. This independent calculation differed from the projected-search energy by $-3.8\times10^{-7}$ eV.

The penalty method is thus a sound fallback if its finite gap is acknowledged. Raising $\sigma$ reduces the gap but stiffens the branching directions relative to the seam.

## Checking the intersection itself

A small gap could belong to a narrow avoided crossing. Three local checks are more informative.

First, the gap should grow linearly in the branching plane. Doubling a displacement multiplied it by 2.000. Second, along a straight tangent it should grow quadratically in the generic case, because the line leaves the curved seam at second order. The measured factor was 4.000.

Third, carry the lower eigenvector around a small loop in the branching plane. Apart from its mean, the pair's matrix can be written

$$r\begin{pmatrix}-\cos\phi&\sin\phi\\\sin\phi&\cos\phi\end{pmatrix},$$

whose lower eigenvector is $(\cos\frac{\phi}{2},-\sin\frac{\phi}{2})^{\mathsf T}$. When $\phi$ advances by $2\pi$, this vector changes sign. The calculation gave $-1$ for a loop around the MECI and $+1$ for a displaced loop that did not enclose it.

## Reading the energy for a resist

A 193 nm photon carries 6.424 eV, which is $6.424-5.155=1.269$ eV above the model MECI. A 248 nm photon carries 4.999 eV and falls 0.156 eV short. The second comparison is too close to decide from electronic energies alone. Both eigenvalues of $\rho$ are positive here, so the MECI is also a minimum of the upper surface, and no lower point of that surface was found in this model. The shortfall therefore concerns reaching the second state at all, and the 248 nm photon is also 0.8 eV below B's vertical energy. The 193 nm photon lies between the vertical energies of B and C, so the state it first populates need not be the second singlet.

The offset responses are 0.192 for A, 0.807 for B and 0.001 for C. To first order, an assumed 0.2 eV error in B's vertical energy therefore moves the MECI by $0.2(0.807)=0.161$ eV, about the size of the 248 nm shortfall. The response itself changes with the offset: reoptimizing with B lowered by 0.2 eV moves the MECI down by 0.151 eV, which nearly closes the shortfall but does not quite reverse the comparison. Zero-point motion matters as well. The four seam vibrations total 0.430 eV and the six ground-state vibrations 0.690 eV, so the change is $(0.430-0.690)/2=-0.130$ eV. Nearly all of this, $-0.122$ eV, comes from counting four modes against six; the changed frequencies along the seam contribute only $-0.008$ eV. Any zero-point energy of motion in the two branching directions, which a harmonic treatment cannot supply at the cone, would offset the reduction.

Other estimates are smaller. Replacing the 0.20 eV mode by a Morse oscillator of assumed depth 5 eV changes the energy at the fixed MECI geometry by $+0.035$ or $-0.028$ eV, depending on the coordinate's sign. Letting the intersection relax turns these into $+0.025$ and $-0.044$ eV. At 295 K the seam vibrations hold 0.010 eV of thermal energy and the six ground-state vibrations 0.017 eV, a change of $-0.007$ eV. For the polymer, take a spherical cavity of radius $a=0.35$ nm in a medium of relative permittivity $\epsilon=3$. The medium's reaction to a ground-state dipole $\mu=1.5$ D acts on a parallel dipole change $\Delta\mu=2$ D and shifts the state by a magnitude
$$\frac{2(\epsilon-1)}{2\epsilon+1}\,\frac{\mu\,\Delta\mu}{4\pi\epsilon_0a^3}\simeq0.025\ \mathrm{eV}.$$
The medium's further response to $\Delta\mu$ itself is left out and can be of similar size. Including state C changes the MECI by only $-0.001$ eV.

The vertical energies and ring-mode energies are in the rough range of a phenol-type chromophore, but the couplings are chosen, not computed for phenol. With common frequencies, B's linear terms alone give a relaxation energy $\sum_kL_{BB,k}^2/(2\omega_k)=0.65$ eV. That is large for a fairly rigid aromatic ring and may make this intersection too accessible. Real phenol also has a state that is repulsive along the O–H bond. The model omits it, and the estimates above do not bound its effect. Phenolic resins absorb strongly at 193 nm and much less at 248 nm, so an energetic comparison says nothing about how many chromophores are excited. Nor does the MECI energy alone give a decay rate.

## When to use another setting

Use both projections for two states of the same spin when $x$ and $h$ are independent. If the states have different spin and spin–orbit coupling is neglected, $h=0$ identically: only $x$ should be projected, and the seam has dimension $N-1$. If symmetry makes $h$ vanish only at the starting geometry, displace the geometry before applying the two-vector formula.

If a third state approaches the pair, the denominators $E_X-E_Q$ become small and the two-state expansion loses its range. Here the third adiabatic state is 1.79 eV higher. Finally, the electronic method must describe both states and their coupling on an equal footing. Configuration interaction with single excitations, for example, has no matrix element between its optimized Hartree–Fock reference and the singly excited states. For a crossing with that reference, one degeneracy condition is therefore missing, and no optimizer setting can restore it.

## Values computed for the example and the checks

```
mode energies (eV): [0.065 0.1   0.125 0.2   0.05  0.15 ]
vertical diabatic energies A,B,C (eV): [4.6 5.8 6.8]
linear coefficients AA (eV): [-0.04 -0.08  0.02  0.05  0.    0.03]
linear coefficients BB (eV): [ 0.16  0.2  -0.12  0.28  0.    0.  ]
linear coefficients CC (eV): [0.05 0.05 0.   0.1  0.   0.05]
linear coefficients AB (eV): [0.   0.03 0.   0.   0.1  0.08]
linear coefficients AC (eV): [0.   0.04 0.   0.05 0.03 0.  ]
linear coefficients BC (eV): [0.03 0.   0.04 0.   0.05 0.06]
quadratic diagonal AA (eV): [-0.004 -0.006  0.    -0.01  -0.008 -0.01 ]
quadratic diagonal BB (eV): [-0.008 -0.01   0.004 -0.02  -0.012  0.   ]
bilinear BB modes 1,2; AB modes 1,5 (eV): 0.006 0.004
linear-test start q (dimensionless): [ 0.3 -0.4  0.2  0.1  0.5 -0.2]
linear-test initial gap; x1-only gap (eV): 1.14984; 0.04346
linear-test full-step gap (eV); projected gradient (eV): 0.0e+00; 3.6e-17
iteration 0: gap, projected gradient (eV): 1.200e+00, 9.543e-02
iteration 1: gap, projected gradient (eV): 7.843e-01, 6.583e-02
iteration 2: gap, projected gradient (eV): 3.704e-01, 3.576e-02
iteration 3: gap, projected gradient (eV): 9.008e-04, 5.786e-03
iteration 4: gap, projected gradient (eV): 3.358e-06, 4.488e-04
iteration 6: gap, projected gradient (eV): 4.592e-10, 4.559e-06
iteration 8: gap, projected gradient (eV): 3.437e-13, 1.121e-07
iteration 14: gap, projected gradient (eV): 8.882e-16, 3.829e-12
composite-gradient step (1/eV), iterations: 0.8 305
MECI q (dimensionless): [-1.97144 -1.45352  0.72717 -1.30147  0.42315  0.06186]
MECI energy (eV), equivalent wavelength (nm): 5.155451, 240.49
third adiabatic energy at MECI (eV): 6.94770
norms of x1, h (eV): [0.43286 0.13019]
full gradient norms of states 1,2 (eV): [0.08912 0.34773]
eigenvalues of multiplier rho (dimensionless): [0.17986 0.82014]
MECI response to A,B,C offsets (dimensionless): [0.19239 0.8069  0.00071]
seam Hessian eigenvalues (eV): [0.0616  0.09674 0.12234 0.157  ]
largest seam-Hessian difference (eV): 7.4e-09
predicted, observed convergence factors: 0.1810, 0.1808
penalty energy minus MECI energy (eV): -3.8e-07
gap ratios on doubling branching, tangent displacement: 2.0001, 3.9998
loop signs with MECI inside, outside: -1 1
A offset (eV), lowest rho, lowest upper slope (eV): 5.0, 0.3878, 0.10861
A offset (eV), lowest rho, lowest upper slope (eV): 4.6, 0.1799, 0.06427
A offset (eV), lowest rho, lowest upper slope (eV): 3.8, -0.2605, -0.10752
193 nm photon, excess over MECI (eV): 6.4241, 1.2686
248 nm photon, excess over MECI (eV): 4.9994, -0.1561
assumed vertical error; shifts for A,B,C (eV): 0.2 [0.03848 0.16138 0.00014]
MECI shift from including third state (eV): -0.00127
Morse depth; shifts for two signs (eV): 5.0; 0.03480, -0.02808
seam vibrational energies (eV): [0.06638 0.08714 0.12072 0.15563]
seam minus ground zero-point energy (eV): -0.13007
temperature (K); kT, thermal seam energy (eV): 295; 0.02542, 0.00958
polymer dipole, dipole change (D): 1.5 2.0
polymer cavity radius (nm), relative permittivity: 0.35 3.0
polymer polarization shift magnitude (eV): 0.02496
```
